# Why Dirac reflection at a Klein step does not exceed one: a program that tests the result

```python
# Result under test: at a potential step with V0 > E + m c^2 (Klein zone), the
# transmitted wave with outgoing group velocity gives R < 1 for the Dirac
# equation and R > 1 for the Klein-Gordon (KG) equation.
# Units: hbar = m = c = 1. E: energy, V0: step height, W = E - V(x),
# k, q: momenta left and right, a: width in V = V0 (1 + tanh(x/a))/2.
# Both wave equations are written f' = i A g, g' = i B f:
#   Dirac: (f, g) is the spinor, A = W + 1, B = W - 1
#   KG:    f = phi, g = -i phi', A = 1, B = W^2 - 1
# R: reflected/incident current; T: signed transmitted/incident current.
import math
import numpy as np
from scipy import constants, fft


def coefficients(kind, W):
    if kind == "Dirac":
        return W + 1.0, W - 1.0
    return np.ones_like(W), W**2 - 1.0


def outgoing_momentum(W):
    """Momentum with group velocity to the right, or decaying to the right."""
    p = np.sqrt(np.asarray(W**2 - 1.0, dtype=complex))
    return np.where(W < -1.0, -p, p)


def sharp_reflection(kind, E, V0):
    """Derived formula for the discontinuous step."""
    E = np.atleast_1d(np.asarray(E, dtype=float))
    ratio = (outgoing_momentum(E - V0) / coefficients(kind, E - V0)[0]
             / (outgoing_momentum(E) / coefficients(kind, E)[0]))
    return np.abs((1 - ratio) / (1 + ratio))**2


def integrate(kind, E, V0, a, f, g, x_start, x_end, steps=2000):
    """Runge-Kutta integration of the stationary wave equation."""
    h = (x_end - x_start) / steps

    def slope(x, f, g):
        A, B = coefficients(kind, E - 0.5 * V0 * (1 + math.tanh(x / a)))
        return 1j * A * g, 1j * B * f

    for n in range(steps):
        x = x_start + n * h
        f1, g1 = slope(x, f, g)
        f2, g2 = slope(x + h / 2, f + h / 2 * f1, g + h / 2 * g1)
        f3, g3 = slope(x + h / 2, f + h / 2 * f2, g + h / 2 * g2)
        f4, g4 = slope(x + h, f + h * f3, g + h * g3)
        f = f + h / 6 * (f1 + 2 * f2 + 2 * f3 + f4)
        g = g + h / 6 * (g1 + 2 * g2 + 2 * g3 + g4)
    return f, g


def numerical_scattering(kind, E, V0, a, wrong_sign=False):
    """R and signed T for incidence from the left, without the step formula."""
    E = np.atleast_1d(np.asarray(E, dtype=float))
    q = outgoing_momentum(E - V0) * (-1 if wrong_sign else 1)
    right = q / coefficients(kind, E - V0)[0]
    left = outgoing_momentum(E) / coefficients(kind, E)[0]
    f, g = integrate(kind, E, V0, a, np.ones_like(q), right, 20 * a, -20 * a)
    incident, reflected = (f + g / left) / 2, (f - g / left) / 2
    R = np.abs(reflected / incident)**2
    T = right.real / (left.real * np.abs(incident)**2)
    return R, T


def right_to_left(kind, E, V0, a):
    """Squared flux-normalized amplitude from right channel to left channel."""
    E = np.atleast_1d(np.asarray(E, dtype=float))
    right = outgoing_momentum(E - V0) / coefficients(kind, E - V0)[0]
    left = outgoing_momentum(E) / coefficients(kind, E)[0]
    f, g = integrate(kind, E, V0, a, np.ones_like(left), -left,
                     -20 * a, 20 * a)
    incoming = (f - g / right) / 2
    return np.abs(left) / (np.abs(right) * np.abs(incoming)**2)


kinds = ("Dirac", "KG")
V0, E0 = 4.0, 1.5
narrow, smooth = 5e-4, 0.2
k0 = outgoing_momentum(np.array(E0)).real.item()
q0 = outgoing_momentum(np.array(E0 - V0)).real.item()
hartree_per_mc2 = 1 / constants.fine_structure**2
print(f"step height V0 = {V0:.3f} mc^2 = {V0*hartree_per_mc2:.1f} hartree")
print(f"energy E = {E0:.3f} mc^2")
print(f"incident momentum k = {k0:.5f} mc")
print(f"transmitted momentum q = {q0:.5f} mc")

# Group velocity from eigenvalues of the Dirac matrix inside the step.
def lower_branch(q):
    return np.linalg.eigvalsh([[V0 + 1, q], [q, V0 - 1]])[0]


dq = 1e-4
velocity = (lower_branch(q0 + dq) - lower_branch(q0 - dq)) / (2 * dq)
assert abs(lower_branch(q0) - E0) < 1e-10
assert velocity > 0 and abs(velocity - q0 / (E0 - V0)) < 1e-6
print(f"group velocity beyond step = {velocity:.5f} c")

# Sharp-step formulas, wrong momentum choice and channel sum rules.
R_sharp = {}
for kind in kinds:
    R, T = numerical_scattering(kind, E0, V0, narrow)
    R_bad, T_bad = numerical_scattering(kind, E0, V0, narrow, True)
    formula = sharp_reflection(kind, E0, V0)[0]
    R_sharp[kind] = formula
    assert abs(R[0] / formula - 1) < 2e-3
    assert abs(R[0] + T[0] - 1) < 1e-6
    assert abs(R_bad[0] * formula - 1) < 2e-3
    assert abs(R_bad[0] + T_bad[0] - 1) < 1e-6
    S = right_to_left(kind, E0, V0, narrow)[0]
    if kind == "Dirac":
        assert R[0] < 1 < R_bad[0] and T[0] > 0 > T_bad[0]
        assert abs(R[0] + S - 1) < 1e-5
        vacuum, stimulated = S, R[0] + S
    else:
        assert R[0] > 1 > R_bad[0] and T[0] < 0 < T_bad[0]
        assert abs(R[0] - S - 1) < 1e-5
        vacuum, stimulated = S, R[0] + S
    print(f"{kind}: sharp step R = {formula:.4f}, T = {1-formula:.4f}")
    print(f"{kind}: wrong momentum sign gives R = {1/formula:.4f}")
    print(f"{kind}: outgoing left number, no incident = {vacuum:.3f}")
    print(f"{kind}: outgoing left number, one incident = {stimulated:.3f}")
r_dirac = math.sqrt((V0 - E0 + 1) * (E0 + 1) / ((V0 - E0 - 1) * (E0 - 1)))
assert abs(((1 - r_dirac) / (1 + r_dirac))**2 - R_sharp["Dirac"]) < 1e-12
print(f"Dirac matching ratio r = {r_dirac:.5f}")
print(f"KG matching ratio r = {q0/k0:.5f}")

# Whole Klein zone: formulas on a narrow step, inequalities on a smooth one.
energies = np.linspace(1.05, 2.95, 39)
for kind in kinds:
    R_narrow, _ = numerical_scattering(kind, energies, V0, narrow)
    R_smooth, _ = numerical_scattering(kind, energies, V0, smooth)
    # The sharp KG result diverges at V0/2, so its vicinity is left out here.
    use = (np.abs(energies - V0 / 2) > 0.12) | (kind == "Dirac")
    expected = sharp_reflection(kind, energies[use], V0)
    assert np.max(np.abs(R_narrow[use] / expected - 1)) < 2e-3
    if kind == "Dirac":
        assert np.all(R_narrow < 1) and np.all(R_smooth < 1)
        lowest = np.argmin(R_narrow)
        assert abs(energies[lowest] - V0 / 2) < 1e-9
        assert abs(R_narrow[lowest] - (2 / V0)**2) < 1e-3
        print(f"Dirac minimum R = {R_narrow[lowest]:.4f} "
              f"at E = {energies[lowest]:.3f} mc^2")
    else:
        assert np.all(R_narrow > 1) and np.all(R_smooth > 1)
for E in (1.2, 1.5, 1.8, 2.8):
    values = [sharp_reflection(kind, E, V0)[0] for kind in kinds]
    print(f"E = {E:.1f} mc^2: R Dirac = {values[0]:.4f}, KG = {values[1]:.4f}")

# Divergence of KG reflection at E = V0/2 when the step becomes sharp.
peak = [numerical_scattering("KG", V0 / 2, V0, a)[0][0]
        for a in (0.2, 0.02, 0.01)]
assert abs(peak[2] / peak[1] - 4) < 0.2
for a, value in zip((0.2, 0.02, 0.01), peak):
    print(f"KG at E = V0/2, width a = {a:.2f} hbar/mc: R = {value:.2f}")

# Low step, gap and very high step, at the same incident energy.
for kind in kinds:
    for height in (0.3, 1.5):
        R = numerical_scattering(kind, E0, height, narrow)[0][0]
        assert abs(R - sharp_reflection(kind, E0, height)[0]) < 1e-3
        if height == 0.3:
            assert R < 1
        else:
            assert abs(R - 1) < 1e-8
        print(f"{kind}: V0 = {height:.1f} mc^2 gives R = {R:.5f}")
    R_high = numerical_scattering(kind, E0, 2000.0, 1e-7)[0][0]
    limit = 1 - 2 * k0 / (E0 + k0) if kind == "Dirac" else 1.0
    # Corrections to the limit are of order 1/V0, with a factor of a few.
    assert abs(R_high - limit) < 4e-3
    print(f"{kind}: V0 = 2000 mc^2 gives R = {R_high:.4f}, limit {limit:.4f}")

# Time-dependent packets, periodic grid, second-order operator splitting.
# KG is evolved as phi and chi = (i d/dt - V) phi; charge density Re(phi* chi).
N, dx, dt, steps = 4000, 0.05, 0.01, 8400
length = N * dx
x = -length / 2 + dx * np.arange(N)
momenta = 2 * np.pi * fft.fftfreq(N, dx)
omega = np.sqrt(1 + momenta**2)
sigma_x, x0 = 6.0, -30.0
sigma_k = 1 / (2 * sigma_x)
potential = 0.5 * V0 * (1 + np.tanh(x / smooth)
                        - np.tanh((x - length / 2) / smooth)
                        - np.tanh((x + length / 2) / smooth))
full_phase = np.exp(-1j * dt * potential)
half_phase = np.exp(-0.5j * dt * potential)


def density(kind, state):
    if kind == "Dirac":
        return np.sum(np.abs(state)**2, axis=0)
    return (state[0].conj() * state[1]).real


def evolve_packet(kind):
    envelope = np.exp(-(momenta - k0)**2 / (4 * sigma_k**2)
                      + 1j * momenta * (x[0] - x0))
    if kind == "Dirac":
        spinor = np.array([np.ones(N), momenta / (omega + 1)])
        spinor /= np.sqrt(np.sum(spinor**2, axis=0))
        M = (np.ones(N), momenta, momenta, -np.ones(N))
    else:
        spinor = np.array([1 / np.sqrt(omega), np.sqrt(omega)])
        M = (np.zeros(N), np.ones(N), omega**2, np.zeros(N))
    state = fft.ifft(spinor * envelope, axis=1)
    state /= math.sqrt(np.sum(density(kind, state)) * dx)
    cosine, sine = np.cos(omega * dt), -1j * np.sin(omega * dt) / omega
    u00, u01 = cosine + sine * M[0], sine * M[1]
    u10, u11 = sine * M[2], cosine + sine * M[3]
    state = state * half_phase
    for n in range(steps):
        s = fft.fft(state, axis=1)
        state[0] = u00 * s[0] + u01 * s[1]
        state[1] = u10 * s[0] + u11 * s[1]
        state = fft.ifft(state, axis=1)
        state *= full_phase if n < steps - 1 else half_phase
    rho = density(kind, state)
    spectrum = np.abs(fft.fft(np.where(x > 0, state[0], 0)))**2
    mean_q = np.sum(momenta * spectrum) / np.sum(spectrum)
    return np.sum(rho[x < 0]) * dx, np.sum(rho[x >= 0]) * dx, mean_q


print(f"packet: start x = {x0:.1f}, rms width = {sigma_x:.1f} hbar/mc")
print(f"packet: step width a = {smooth:.1f} hbar/mc, "
      f"run time = {steps*dt:.1f} hbar/mc^2")
sample_k = np.linspace(k0 - 6 * sigma_k, k0 + 6 * sigma_k, 121)
weight = np.exp(-(sample_k - k0)**2 / (2 * sigma_k**2))
weight /= weight.sum()
for kind in kinds:
    R_k, _ = numerical_scattering(kind, np.sqrt(1 + sample_k**2), V0, smooth)
    predicted = np.sum(weight * R_k)
    left, right, mean_q = evolve_packet(kind)
    assert abs(left + right - 1) < 1e-6
    # Time-step error and packet tails limit the agreement.
    assert abs(left / predicted - 1) < 5e-3
    assert abs(mean_q - q0) < 0.05
    if kind == "Dirac":
        assert 0 < left < 1 and right > 0
    else:
        assert left > 1 and right < 0
    name = "norm" if kind == "Dirac" else "charge"
    print(f"{kind} packet: {name} left = {left:.4f}, right = {right:.4f}")
    print(f"{kind} packet: stationary average of R = {predicted:.4f}")
    print(f"{kind} packet: mean transmitted momentum = {mean_q:.3f} mc")

print("all tests passed")
```

Output:

```
step height V0 = 4.000 mc^2 = 75115.5 hartree
energy E = 1.500 mc^2
incident momentum k = 1.11803 mc
transmitted momentum q = -2.29129 mc
group velocity beyond step = 0.91652 c
Dirac: sharp step R = 0.2993, T = 0.7007
Dirac: wrong momentum sign gives R = 3.3413
Dirac: outgoing left number, no incident = 0.701
Dirac: outgoing left number, one incident = 1.000
KG: sharp step R = 8.4441, T = -7.4441
KG: wrong momentum sign gives R = 0.1184
KG: outgoing left number, no incident = 7.444
KG: outgoing left number, one incident = 15.888
Dirac matching ratio r = 3.41565
KG matching ratio r = -2.04939
Dirac minimum R = 0.2500 at E = 2.000 mc^2
E = 1.2 mc^2: R Dirac = 0.4307, KG = 2.8212
E = 1.5 mc^2: R Dirac = 0.2993, KG = 8.4441
E = 1.8 mc^2: R Dirac = 0.2568, KG = 55.7421
E = 2.8 mc^2: R Dirac = 0.4307, KG = 2.8212
KG at E = V0/2, width a = 0.20 hbar/mc: R = 6.01
KG at E = V0/2, width a = 0.02 hbar/mc: R = 470.10
KG at E = V0/2, width a = 0.01 hbar/mc: R = 1876.35
Dirac: V0 = 0.3 mc^2 gives R = 0.03787
Dirac: V0 = 1.5 mc^2 gives R = 1.00000
Dirac: V0 = 2000 mc^2 gives R = 0.1461, limit 0.1459
KG: V0 = 0.3 mc^2 gives R = 0.06516
KG: V0 = 1.5 mc^2 gives R = 1.00000
KG: V0 = 2000 mc^2 gives R = 1.0022, limit 1.0000
packet: start x = -30.0, rms width = 6.0 hbar/mc
packet: step width a = 0.2 hbar/mc, run time = 84.0 hbar/mc^2
Dirac packet: norm left = 0.3859, right = 0.6141
Dirac packet: stationary average of R = 0.3859
Dirac packet: mean transmitted momentum = -2.290 mc
KG packet: charge left = 4.1129, right = -3.1129
KG packet: stationary average of R = 4.1136
KG packet: mean transmitted momentum = -2.280 mc
all tests passed
```
